**Equal populations of adjacent defect charge states: test by full diagonalization**

The program tests that charge states q and q+1 are equally populated at E_F = ε(q+1/q) + kT ln(g_{q+1}/g_q), where E_F is the Fermi energy, ε the zero-temperature transition level, g_q the ground-state degeneracy and T the temperature. It diagonalizes a four-site defect molecule in its 256-state Fock space and finds the crossings from sums over all microstates. It asserts ground degeneracies of 1, 2, 1 and 6 for zero to three electrons, and agreement of three crossings with the formula within 0.01 meV at 77, 200 and 300 K. It also asserts that a large spin splitting removes the shift, and that the electron densities at the (+/0) crossing and at the level have the ratio g_+/g_0 at 250, 300 and 350 K. For rough selenium levels in silicon at 300 K, the output shows shifts of −17.9 meV at (2+/+) and +17.9 meV at (+/0). With E_F at the (+/0) level, two thirds of the atoms are Se⁺ and one third are Se⁰. Further output sizes excited states of phosphorus and boron, vibrations, gap narrowing and other neglected effects.

## Verification by program

```python
"""Equal population of two adjacent charge states of a point defect.

Result under test: charge states q and q+1 are equally populated at
    E_F = eps(q+1/q) + k T ln(g_{q+1} / g_q),
where eps(q+1/q) = E_q - E_{q+1} is the zero-temperature transition level,
E_q the ground-state energy, g_q the ground-state degeneracy, E_F the Fermi
energy, T the temperature. Energies are in eV from the conduction edge.

Independent road: a tetrahedral four-site defect molecule is diagonalized in
its full Fock space; crossings are found from sums over all microstates.
With N electrons on the molecule its charge is q = 2 - N.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import logsumexp

K_EV = const.k / const.e
T_ROOM = 300.0
KT = K_EV * T_ROOM

# Rough typical levels of selenium in silicon, eV from the conduction edge
LEVEL_2P_P = -0.60
LEVEL_P_0 = -0.30
# Model choices for the defect molecule, eV
HOPPING = 0.11
ONSITE_U = 0.20

# ---------- Fock space of 4 sites x 2 spins ----------
N_ORB = 8
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])


def annihilator(index):
    op = np.eye(1)
    for j in range(N_ORB):
        factor = parity if j < index else lower if j == index else np.eye(2)
        op = np.kron(op, factor)
    return op


ann = [annihilator(j) for j in range(N_ORB)]
occ = [a.T @ a for a in ann]
number = np.rint(np.diag(sum(occ))).astype(int)

h_base = (LEVEL_2P_P + 3 * HOPPING) * sum(occ)
for a in range(4):
    h_base = h_base + ONSITE_U * occ[2 * a] @ occ[2 * a + 1]
    for b in range(4):
        if a != b:
            for s in range(2):
                h_base = h_base - HOPPING * ann[2 * a + s].T @ ann[2 * b + s]
spin_z = 0.5 * (sum(occ[0::2]) - sum(occ[1::2]))


def spectrum(pair_repulsion, spin_splitting=0.0):
    """Energies of all microstates, grouped by electron number."""
    h = h_base + spin_splitting * spin_z
    h = h + np.diag(pair_repulsion * number * (number - 1) / 2.0)
    result = {}
    for n in range(N_ORB + 1):
        idx = np.where(number == n)[0]
        result[n] = np.linalg.eigvalsh(h[np.ix_(idx, idx)])
    return result


def degeneracy(energies):
    return int(np.sum(energies - energies[0] < 1e-8))


def populations(spec, fermi, temp):
    kt = K_EV * temp
    logs = np.array([logsumexp(-(spec[n] - fermi * n) / kt)
                     for n in range(N_ORB + 1)])
    return np.exp(logs - logsumexp(logs))


def crossing(spec, n, temp):
    """Fermi energy at which n-1 and n electrons are equally likely."""
    kt = K_EV * temp

    def log_ratio(fermi):
        return (logsumexp(-(spec[n] - fermi * n) / kt)
                - logsumexp(-(spec[n - 1] - fermi * (n - 1)) / kt))
    return brentq(log_ratio, -2.0, 2.0, xtol=1e-13)


# The pair repulsion is set so that the (+/0) level has its input value
bare = spectrum(0.0)
pair_v = LEVEL_P_0 - (bare[2][0] - bare[1][0])
spec = spectrum(pair_v)
g = {n: degeneracy(spec[n]) for n in range(4)}
eps = {n: spec[n][0] - spec[n - 1][0] for n in (1, 2, 3)}
assert [g[n] for n in range(4)] == [1, 2, 1, 6]

# ---------- crossing formula against sums over microstates ----------
worst = 0.0
for temp in (77.0, 200.0, 300.0):
    for n in (1, 2, 3):
        predicted = eps[n] + K_EV * temp * np.log(g[n - 1] / g[n])
        worst = max(worst, abs(crossing(spec, n, temp) - predicted))
assert worst < 1e-5  # excited states contribute below this at 300 K

# Population ratio at the transition level itself
pop_eps = populations(spec, eps[2], T_ROOM)
assert abs(pop_eps[1] / pop_eps[2] - g[1] / g[2]) < 1e-3
cross_low = crossing(spec, 1, T_ROOM)
cross_high = crossing(spec, 2, T_ROOM)
pop_cross = populations(spec, cross_high, T_ROOM)

# Lifting the spin degeneracy must bring the crossing back to the level
SPLIT = 0.15
T_COLD = 100.0
split_spec = spectrum(pair_v, SPLIT)
split_eps = split_spec[2][0] - split_spec[1][0]
split_shift = crossing(split_spec, 2, T_COLD) - split_eps
cold_shift = crossing(spec, 2, T_COLD) - eps[2]
assert degeneracy(split_spec[1]) == 1
assert abs(split_shift) < 1e-5 < cold_shift


# Width of the changeover from 10 % to 90 % neutral
def fermi_at_neutral_share(share):
    def miss(fermi):
        p = populations(spec, fermi, T_ROOM)
        return p[2] / (p[1] + p[2]) - share
    return brentq(miss, -0.6, 0.0, xtol=1e-13)


width = fermi_at_neutral_share(0.9) - fermi_at_neutral_share(0.1)
assert abs(width - 2 * KT * np.log(9.0)) < 1e-5

# ---------- electron density at the level and at the crossing ----------
MASS_DOS = 1.08  # rough density-of-states mass of silicon electrons


def band_density(temp):
    mass = MASS_DOS * const.m_e
    return 2e-6 * (2 * np.pi * mass * const.k * temp / const.h**2) ** 1.5


def electron_density(fermi, temp):
    eta = fermi / (K_EV * temp)
    # x = y^2 removes the square-root edge of the density of states
    integral = quad(lambda y: 2 * y * y / (1 + np.exp(y * y - eta)),
                    0.0, 8.0, epsabs=0.0, epsrel=1e-10)[0]
    return band_density(temp) * 2 / np.sqrt(np.pi) * integral


for temp in (250.0, 300.0, 350.0):
    ratio = (electron_density(crossing(spec, 2, temp), temp)
             / electron_density(eps[2], temp))
    assert abs(ratio - g[1] / g[2]) < 2e-3
n_eps = electron_density(eps[2], T_ROOM)
n_cross = electron_density(cross_high, T_ROOM)
boltzmann_error = abs(band_density(T_ROOM) * np.exp(cross_high / KT)
                      / n_cross - 1)
assert boltzmann_error < 1e-4

# ---------- shallow phosphorus: six valleys coupled by the core ----------
COUPLE_OPPOSITE, COUPLE_OTHER = -1.7e-3, -2.2e-3  # eV, rough
valley = np.full((6, 6), COUPLE_OTHER)
for i in range(6):
    valley[i, i] = 0.0
    valley[i, i ^ 1] = COUPLE_OPPOSITE
valley_levels = np.linalg.eigvalsh(valley)
valley_levels = valley_levels - valley_levels[0]
assert np.allclose(valley_levels[1:4], valley_levels[1], atol=1e-10)
assert np.allclose(valley_levels[4:], valley_levels[4], atol=1e-10)
z_phos = 2 * np.sum(np.exp(-valley_levels / KT))
P_LEVEL = -0.046  # eV, rough
phos_odds = z_phos * np.exp((cross_high - P_LEVEL) / KT)
phos_neutral = phos_odds / (1 + phos_odds)

# ---------- boron: hole with orbital momentum 1 and spin 1/2 ----------
SPIN_ORBIT = 0.044  # eV, rough
lz = np.diag([1.0, 0.0, -1.0])
lp = np.sqrt(2.0) * np.diag([1.0, 1.0], 1)
sz = np.diag([0.5, -0.5])
sp = np.array([[0.0, 1.0], [0.0, 0.0]])
l_dot_s = np.kron(lz, sz) + 0.5 * (np.kron(lp, sp.T) + np.kron(lp.T, sp))
hole = np.linalg.eigvalsh(-2 * SPIN_ORBIT / 3 * l_dot_s)
g_boron = degeneracy(hole)
assert g_boron == 4
z_boron = np.sum(np.exp(-(hole - hole[0]) / KT))

# ---------- thermal vibrational shift: explicit sum and closed form ----------
MODES, QUANTUM, STIFFENING = 12, 0.040, 0.05  # quantum in eV
ladder = np.arange(2000)
z_soft = np.sum(np.exp(-ladder * QUANTUM / KT))
z_stiff = np.sum(np.exp(-ladder * QUANTUM * (1 + STIFFENING) / KT))
vib_shift = MODES * KT * np.log(z_stiff / z_soft)
free_soft = KT * np.log(1 - np.exp(-QUANTUM / KT))
free_stiff = KT * np.log(1 - np.exp(-QUANTUM * (1 + STIFFENING) / KT))
assert abs(vib_shift - MODES * (free_soft - free_stiff)) < 1e-10

# ---------- other neglected effects ----------
GAP_A, GAP_B = 4.7e-4, 636.0  # rough Varshni parameters, eV/K and K
gap_drop = GAP_A * T_ROOM**2 / (T_ROOM + GAP_B)
EPS_R = 11.7  # rough dielectric constant of silicon
spacing = (n_cross * 1e6) ** (-1 / 3)
coulomb = const.e / (4 * np.pi * const.epsilon_0 * EPS_R * spacing)
zeeman = 2 * const.physical_constants["Bohr magneton in eV/T"][0]
SE_DENSITY = 1e12  # cm^-3, trace amount

print(f"Temperature: {T_ROOM:.0f} K; kT = {1e3*KT:.2f} meV")
print(f"Input levels (2+/+), (+/0): {LEVEL_2P_P:.2f}, {LEVEL_P_0:.2f} eV")
print(f"Model hopping, on-site U: {HOPPING:.2f}, {ONSITE_U:.2f} eV")
print(f"Model pair repulsion: {pair_v:.4f} eV")
print("Ground degeneracies for charge 2+, +, 0, -:", *[g[n] for n in range(4)])
for n, name in ((1, "+"), (2, "0"), (3, "-")):
    gap = spec[n][g[n]] - spec[n][0]
    print(f"Model first excitation, charge {name}: {gap:.3f} eV")
print(f"Crossing (2+/+): {cross_low:.4f} eV")
print(f"Shift (2+/+): {1e3*(cross_low-eps[1]):.2f} meV")
print(f"Crossing (+/0): {cross_high:.4f} eV")
print(f"Shift (+/0): {1e3*(cross_high-eps[2]):.2f} meV")
for temp in (77.0, 200.0):
    shift = 1e3 * (crossing(spec, 2, temp) - eps[2])
    print(f"Shift (+/0) at {temp:.0f} K: {shift:.2f} meV")
six_shift = 1e3 * (crossing(spec, 3, T_ROOM) - eps[3])
print(f"Model-only shift (0/-), sixfold level: {six_shift:.2f} meV")
print(f"Largest formula error, all tests: {1e3*worst:.1e} meV")
print(f"At level (+/0): share of + = {pop_eps[1]:.4f}")
print(f"At level (+/0): share of 0 = {pop_eps[2]:.4f}")
print(f"At level (+/0): share of 2+ = {pop_eps[0]:.1e}")
print(f"At crossing: shares of +, 0 = {pop_cross[1]:.4f}, {pop_cross[2]:.4f}")
print(f"10-90 % width of (+/0): {1e3*width:.1f} meV")
print(f"Spin-splitting test: {SPLIT:.2f} eV at {T_COLD:.0f} K")
print(f"Shift without splitting: {1e3*cold_shift:.3f} meV")
print(f"Shift with splitting: {1e3*split_shift:.1e} meV")
print(f"Electron mass for density of states: {MASS_DOS:.2f} m_e")
print(f"Effective band density: {band_density(T_ROOM):.3e} cm^-3")
print(f"Electron density at level (+/0): {n_eps:.3e} cm^-3")
print(f"Electron density at crossing: {n_cross:.3e} cm^-3")
print(f"Density ratio: {n_cross/n_eps:.4f}")
print(f"Relative error of Boltzmann carriers: {boltzmann_error:.1e}")
print(f"P valley-orbit excitations: {1e3*valley_levels[1]:.1f} (3 orbitals),"
      f" {1e3*valley_levels[4]:.1f} (2 orbitals) meV")
print(f"P partition function of neutral 1s group: {z_phos:.2f}")
print(f"P shift with g=2 only: {-1e3*KT*np.log(2):.1f} meV")
print(f"P shift with 1s group: {-1e3*KT*np.log(z_phos):.1f} meV")
print(f"P input level: {1e3*P_LEVEL:.0f} meV")
print(f"P neutral share at Se crossing: {phos_neutral:.1e}")
print(f"B neutral ground degeneracy: {g_boron}")
print(f"B spin-orbit splitting: {1e3*SPIN_ORBIT:.0f} meV")
print(f"B (0/-) shift, ground level: {1e3*KT*np.log(g_boron):.1f} meV")
print(f"B (0/-) shift with split-off: {1e3*KT*np.log(z_boron):.1f} meV")
print(f"Vibration input: {MODES} modes, {1e3*QUANTUM:.0f} meV,"
      f" {100*STIFFENING:.0f} % stiffer in q+1")
print(f"Thermal vibrational shift: {1e3*vib_shift:.1f} meV")
print(f"Si gap narrowing, 0 to 300 K: {1e3*gap_drop:.0f} meV")
print(f"Dopant spacing at crossing: {1e9*spacing:.0f} nm")
print(f"Coulomb energy at that spacing: {1e3*coulomb:.2f} meV")
print(f"Zeeman splitting at 1 T (g-factor 2): {1e3*zeeman:.3f} meV")
print(f"Se trace density: {SE_DENSITY:.0e} cm^-3")
print(f"Largest Se electron supply / n: {200*SE_DENSITY/n_cross:.2f} %")
print("tests ok")
```

Output:

```
Temperature: 300 K; kT = 25.85 meV
Input levels (2+/+), (+/0): -0.60, -0.30 eV
Model hopping, on-site U: 0.11, 0.20 eV
Model pair repulsion: 0.2576 eV
Ground degeneracies for charge 2+, +, 0, -: 1 2 1 6
Model first excitation, charge +: 0.440 eV
Model first excitation, charge 0: 0.398 eV
Model first excitation, charge -: 0.356 eV
Crossing (2+/+): -0.6179 eV
Shift (2+/+): -17.92 meV
Crossing (+/0): -0.2821 eV
Shift (+/0): 17.92 meV
Shift (+/0) at 77 K: 4.60 meV
Shift (+/0) at 200 K: 11.95 meV
Model-only shift (0/-), sixfold level: -46.32 meV
Largest formula error, all tests: 4.6e-05 meV
At level (+/0): share of + = 0.6667
At level (+/0): share of 0 = 0.3333
At level (+/0): share of 2+ = 3.0e-06
At crossing: shares of +, 0 = 0.5000, 0.5000
10-90 % width of (+/0): 113.6 meV
Spin-splitting test: 0.15 eV at 100 K
Shift without splitting: 5.973 meV
Shift with splitting: 2.4e-07 meV
Electron mass for density of states: 1.08 m_e
Effective band density: 2.816e+19 cm^-3
Electron density at level (+/0): 2.570e+14 cm^-3
Electron density at crossing: 5.140e+14 cm^-3
Density ratio: 2.0000
Relative error of Boltzmann carriers: 6.5e-06
P valley-orbit excitations: 12.2 (3 orbitals), 13.2 (2 orbitals) meV
P partition function of neutral 1s group: 8.14
P shift with g=2 only: -17.9 meV
P shift with 1s group: -54.2 meV
P input level: -46 meV
P neutral share at Se crossing: 8.8e-04
B neutral ground degeneracy: 4
B spin-orbit splitting: 44 meV
B (0/-) shift, ground level: 35.8 meV
B (0/-) shift with split-off: 38.1 meV
Vibration input: 12 modes, 40 meV, 5 % stiffer in q+1
Thermal vibrational shift: -6.2 meV
Si gap narrowing, 0 to 300 K: 45 meV
Dopant spacing at crossing: 125 nm
Coulomb energy at that spacing: 0.99 meV
Zeeman splitting at 1 T (g-factor 2): 0.116 meV
Se trace density: 1e+12 cm^-3
Largest Se electron supply / n: 0.39 %
tests ok
```
